# Weak Localization and a Tenfold Longer Dephasing Time in a Metal Film

## Problem

A non-magnetic metal film on a chip held at 4 K has a sheet resistance of 10 ohm per square. It is 10 nm thick and 100 µm wide, and its length is no shorter than its width. Its Fermi energy is 7 eV. Electrons keep their phase memory for a time $\tau_\varphi=10$ ps, a limit set by external high-frequency noise. A filter raises $\tau_\varphi$ to 100 ps and leaves the electron temperature unchanged. There is no magnetic field, spin-orbit scattering is weak, and the metal is far from any superconducting transition. Does the resistance rise or fall, and by what fraction?

The algebra uses atomic units, $\hbar=m=e=1$. The unit of resistance is then $\hbar/e^2=4108.2$ ohm, so the film has $R=10/4108.2=0.002434$.

## A tempting solution

The resistivity is sheet resistance times thickness, $\rho=Rd$, or 10 microohm cm. For free electrons of density $n=(2E_F)^{3/2}/(3\pi^2)$, the Drude formula $\rho=1/(n\tau)$ gives an elastic time $\tau=4.22$ fs.

Loss of phase is treated as one more kind of collision, and the rates are added:

$$\frac{1}{\tau_{\rm tot}}=\frac1\tau+\frac1{\tau_\varphi},\qquad R\propto\frac1{\tau_{\rm tot}} .$$

Going from $\tau_1=10$ ps to $\tau_2=100$ ps would then change the resistance by

$$\frac{\delta R}{R}\approx\frac{\tau}{\tau_2}-\frac{\tau}{\tau_1}=4.22\times10^{-5}-4.22\times10^{-4}=-3.8\times10^{-4}.$$

The resistance would fall by 0.038 percent.

## Where it fails

The Drude rate counts events that destroy *momentum*, whereas $1/\tau_\varphi$ counts the loss of *phase*. A spatially uniform alternating field shifts the momenta of all electrons together and scatters none of them. It can still give different phases to two paths that visit the same places at different times. Filtering it out therefore removes no collisions from the Drude rate.

The solution also omits the one part of the resistance that does depend on phase. An electron can return to its starting point along a chain of collisions or along the same chain in reverse. Without a magnetic field the two amplitudes are equal, and they add before squaring: $|A+A|^2=4|A|^2$, against $2|A|^2$ for independent paths. Return, and with it backscattering, is enhanced, which raises the resistance. Longer phase memory lets longer loops take part, so the sign of the tempting answer is wrong as well.

This doubling was tested on a lattice of 16 by 16 sites with unit hopping and site energies spread uniformly over a width of 3.5, averaged over 40 samples. The probability of going from $\mathbf k$ to $-\mathbf k$ was 1.90 times that of reaching other states of equal energy, where ideal doubling gives 2. With random magnetic phases of up to 1 radian on the bonds the ratio was 0.99.

## The right solution

**Averaged motion.** Let the disorder be white noise, $\langle V(\mathbf r)V(\mathbf r')\rangle=\Gamma\,\delta(\mathbf r-\mathbf r')$. With $N$ the density of states per spin, the golden rule gives $1/\tau=2\pi N\Gamma$. The averaged Green functions at the Fermi energy are

$$G^{R,A}(\mathbf k)=\frac{1}{-\xi_k\pm i/2\tau},\qquad \xi_k=\frac{k^2}{2}-E_F .$$

The starting point is the Kubo formula. Its leading part for two spins, with $\sum_{\mathbf k}=\int d^3k/(2\pi)^3$, is

$$\sigma_{3}=\frac1\pi\sum_{\mathbf k}v_x^2\,G^RG^A=\frac1\pi\,\frac{v^2}{3}N\int\frac{d\xi}{\xi^2+1/4\tau^2}=\frac1\pi\,\frac{v^2}{3}N\,2\pi\tau=2ND,$$

with $D=v^2\tau/3$. This is the Drude conductivity. Neglected terms are smaller by a factor of order $1/(E_F\tau)$ or less, and here $E_F\tau=44.9$.

**The reversed pair.** One amplitude meets the impurities in one order and the other in the opposite order. The sum $\mathbf Q$ of their momenta is conserved from collision to collision, so the repeated collisions form a geometric series:

$$C(Q)=\frac{\Gamma}{1-X(Q)},\qquad X(Q)=\Gamma\sum_{\mathbf k}G^R(\mathbf k)G^A(\mathbf Q-\mathbf k).$$

The first term, a single collision, is its own reverse and is no interference term. It does not depend on phase memory and drops out of the difference taken below.

For small $Q$, $\xi_{\mathbf Q-\mathbf k}\approx\xi-vQc$, where $c$ is the cosine of the angle between $\mathbf k$ and $\mathbf Q$. The integrand has one pole in the upper half-plane, at $\xi=i/2\tau$. Its residue gives

$$\int\frac{d\xi}{(\xi-\frac{i}{2\tau})(\xi-vQc+\frac{i}{2\tau})}=\frac{2\pi i}{i/\tau-vQc}=\frac{2\pi\tau}{1+ivQ\tau c}.$$

Since $2\pi N\Gamma\tau=1$, expansion and the angular averages $\langle c\rangle=0$, $\langle c^2\rangle=1/3$ give

$$X=\Big\langle\frac{1}{1+ivQ\tau c}\Big\rangle\approx1-\frac{v^2\tau^2Q^2}{3}=1-\tau DQ^2 .$$

Hence $C=\Gamma/(\tau DQ^2)$. Now $1/(DQ^2)=\int_0^\infty dt\,e^{-DQ^2t}$, where $t$ is the time spent on the path. Loss of phase memory is modelled by a factor $e^{-t/\tau_\varphi}$ in this integral, which turns $DQ^2$ into $DQ^2+1/\tau_\varphi$:

$$C(Q)=\frac{1}{2\pi N\tau^2}\,\frac{1}{DQ^2+1/\tau_\varphi}.$$

**The conductivity correction.** An electron enters with $\mathbf k$ and leaves with $\mathbf Q-\mathbf k\approx-\mathbf k$. The product of the two velocities is $-v_x^2$, which is the origin of the minus sign:

$$\Delta\sigma_3=-\frac1\pi\sum_{\mathbf k}v_x^2\,(G^RG^A)^2\sum_{\mathbf Q}C(Q).$$

From $\int d\xi/(\xi^2+a^2)^2=\pi/(2a^3)$ with $a=1/2\tau$, the first sum is $(v^2/3)N\,4\pi\tau^3$. Therefore

$$\Delta\sigma_3=-\frac1\pi\,\frac{v^2}{3}N\,4\pi\tau^3\,\frac{1}{2\pi N\tau^2}\sum_{\mathbf Q}\frac{1}{DQ^2+1/\tau_\varphi}
=-\frac{2D}{\pi}\sum_{\mathbf Q}\frac{1}{DQ^2+1/\tau_\varphi}.$$

Two related terms carry an extra impurity line beside the velocity. At $Q=0$ they contain sums of $v_x$ times even functions of $\mathbf k$, which vanish, so they do not enter at leading order. Numerical integration of the Green functions at $E_F\tau=200$ gave 0.6376 for the prefactor $2/\pi=0.6366$.

**The film.** Reflecting surfaces allow $Q_z=n\pi/d$ with $n=0,1,2,\dots$ If the thickness is far below the dephasing length $L_\varphi=\sqrt{D\tau_\varphi}$, the term $n=0$ dominates, and $\sum_{\mathbf Q}\to(1/d)\int d^2Q/(2\pi)^2$. The sheet conductance is $\sigma=\sigma_3d$, so $d$ cancels:

$$\Delta\sigma=-\frac{2D}{\pi}\int\frac{d^2Q}{(2\pi)^2}\,\frac{1}{DQ^2+1/\tau_\varphi}.$$

This integral alone diverges logarithmically at large $Q$, where diffusion ceases to hold. The difference between two dephasing times converges. With $u=DQ^2$, $d^2Q=2\pi Q\,dQ$ and $Q\,dQ=du/2D$,

$$\delta\sigma=-\frac{1}{2\pi^2}\int_0^\infty du\left[\frac{1}{u+1/\tau_2}-\frac{1}{u+1/\tau_1}\right]
=-\frac{1}{2\pi^2}\left[\ln\frac{u+1/\tau_2}{u+1/\tau_1}\right]_0^\infty
=-\frac{1}{2\pi^2}\ln\frac{\tau_2}{\tau_1}.$$

The diffusion constant has cancelled. In terms of time, the chance density of return in two dimensions is $1/(4\pi Dt)$, so each decade of loop durations contributes equally. The filter admits one more decade.

A random walk on a square lattice tests this without the diffusion equation. Summing its exact return probabilities, with phase memory raised from 10,000 to 100,000 steps, gave $\delta\sigma=-0.11663$. The formula gives $-0.11665$.

**The resistance.** From $R=1/\sigma$, $\delta R=-\delta\sigma/\sigma^2$ to first order, so

$$\boxed{\frac{\delta R}{R}=-R\,\delta\sigma=\frac{R}{2\pi^2}\ln\frac{\tau_2}{\tau_1}}$$

For this film

$$\frac{\delta R}{R}=0.002434\times\frac{2.3026}{2\pi^2}=0.002434\times0.11665=2.84\times10^{-4}.$$

The resistance **rises by 0.028 percent**, or 2.84 milliohm per square.

The tempting answer had a similar size by coincidence. It scales as $\tau/\tau_1$, so for the next decade, 100 ps to 1 ns, it would be ten times smaller, while the interference term would be unchanged. It also marks a real condition. If the agent of dephasing did relax momentum at the full rate $1/\tau_\varphi$, the Drude fall of 0.038 percent would have to be added, and it would outweigh the rise.

## Is the film two-dimensional?

The mean free path is $\ell=v\tau=6.6$ nm. Since $D=\ell^2/(3\tau)$, $L_\varphi=\ell\sqrt{\tau_\varphi/3\tau}$, which gives $L_1=186$ nm and $L_2=588$ nm. Both lie well above the thickness and well below the width.

The neglected terms $n\ge1$ add to the logarithm

$$\sum_{n\ge1}\frac{d^2}{\pi^2n^2}\left(\frac1{L_1^2}-\frac1{L_2^2}\right)=\frac{d^2}{6}\left(\frac1{L_1^2}-\frac1{L_2^2}\right)\approx4.3\times10^{-4},$$

where $\ln(1+x)\approx x$ was used. Relative to $\ln10$ this is 0.019 percent. The mean free path is close to the thickness, so diffusion across the film is a rough description and this figure is only an order of magnitude. For reflecting edges, a numerical sum over $Q_y=m\pi/w$ with $m=0,1,2,\dots$ and $w$ the width shows that the finite width raises the result by 0.55 percent of itself in a film much longer than it is wide. Contacts at the ends absorb electrons and act the other way; for a square film the two shifts nearly cancel.

A narrow line behaves differently. If its width $w$ is far below $L_\varphi$, only $Q_y=0$ matters, and one integral becomes a factor $1/w$:

$$\Delta\sigma=-\frac{2D}{\pi w}\int_{-\infty}^{\infty}\frac{dQ}{2\pi}\,\frac{1}{DQ^2+1/\tau_\varphi}=-\frac{2D}{\pi w}\,\frac{L_\varphi}{2D}=-\frac{L_\varphi}{\pi w}.$$

For $w=50$ nm at the same sheet resistance, the rise is $0.002434\times(588-186)/(50\pi)$, or 0.62 percent. This is about 22 times the film value, because an electron confined to a line returns more often.

## When spin-orbit scattering matters

Let the collisions along a path rotate the spin by a matrix $U$ with angle $\theta$. The reversed path undoes each rotation in reverse order and gives $U^{-1}$. The interference term then carries the factor

$$\tfrac12{\rm Tr}\big[(U^{-1})^\dagger U\big]=\tfrac12{\rm Tr}\,U^2=\cos\theta=\frac32\,\frac{1+2\cos\theta}{3}-\frac12 ,$$

because $U$ has eigenvalues $e^{\pm i\theta/2}$. The fraction is one third of the trace of an ordinary three-dimensional rotation matrix. For independent rotations about random axes, the average matrix of each step is a number times the identity. These numbers multiply, so the fraction decays as $e^{-t/\tau_s}$, which defines $\tau_s$. The factor is thus $\frac32e^{-t/\tau_s}-\frac12$. In 20,000 random sequences of 200 rotations by 0.3 radian, its mean was $-0.493$, close to the limit $-\frac12$.

The first part decays at the combined rate $1/\tau_{t}=1/\tau_\varphi+1/\tau_s$, so the logarithm is replaced:

$$\frac{\delta R}{R}=\frac{R}{2\pi^2}\left[\frac32\ln\frac{\tau_{t2}}{\tau_{t1}}-\frac12\ln\frac{\tau_2}{\tau_1}\right].$$

| $\tau_s$ (ps) | change of resistance (percent) |
|---|---|
| 1000 | +0.0268 |
| 100 | +0.0173 |
| 10 | −0.0031 |
| 1 | −0.0126 |

For $\tau_s=10$ ps, for example, $\tau_t$ grows only from 5 to 9.1 ps, and the bracket is $0.90-1.15=-0.25$. In the strong limit the first logarithm vanishes and the resistance falls by 0.0142 percent. The answer to the problem therefore needs $\tau_s$ well above 100 ps.

## Field, temperature and real wiring

A magnetic field $B$ perpendicular to the film gives a loop of area $A$ and its reverse the phases $\pm BA$, a difference of $2BA$. For $A=L_2^2$ this reaches one radian at 0.95 mT, so the field must stay well below that.

The temperature was held fixed. This is an idealization: noise strong enough to limit $\tau_\varphi$ to 10 ps also warms the electrons, and a filter would then cool them. The power needed is smallest for frequencies near 50 to 100 GHz, whose period is comparable to $\tau_\varphi$, and it grows toward both lower and higher frequencies. Even at that minimum, a rough estimate with cooling by phonons alone puts the electrons at 7 to 8 K, and cooling back to 4 K would add roughly a quarter of the result through the interaction term described next. If the longer dephasing time came from cooling the film tenfold, electron-electron interaction would add a separate rise. Its standard leading estimate, not derived here, is another 0.028 percent. A similar standard estimate puts the ceiling that electron-electron collisions set on $\tau_\varphi$ at about 0.7 ns for 4 K, so these collisions do not exclude 100 ps, though they make the 1 ns used in the scaling example above doubtful. This ceiling is for the wide film. In the 50 nm line the same collisions limit $\tau_\varphi$ to roughly 0.15 ns at 4 K, so 100 ps is barely within reach there. With an assumed phonon resistivity of 2 microohm cm at 300 K and a Debye temperature of 350 K, the Bloch-Grüneisen formula makes the phonon share of the resistance negligible at 4 K. That share equals the calculated rise at about 26 K.

The parameters are round values meant for a thin wiring film in cryogenic electronics; a resistivity of 10 microohm cm and dephasing times of tens of picoseconds at a few kelvin are plausible there, as rough figures. Several assumptions can fail in real wiring. One is weak spin-orbit scattering. A common rough estimate is that a fraction $(Z/137)^4$ of the collisions flips the spin, where $Z$ is the atomic number. For rotations about random axes, the fraction that defines $\tau_s$ decays at twice the flip rate. With the elastic time found here, this puts $\tau_s$ at about 1 ps for copper and a few tens of picoseconds for aluminium. Aluminium's own Fermi energy, near 11.7 eV, roughly halves the elastic time and gives about 12 ps, close to the value of about 15 ps at which the sign changes. A copper film would then show a fall of about 0.01 percent instead of a rise, and the full rise of 0.028 percent is to be expected only in very light metals. Another assumption is the absence of superconductivity. In aluminium, which superconducts below 1 to 2 K, superconducting fluctuations persist at 4 K. By a standard estimate, not derived here, they add a term that grows with $\tau_\varphi$, lowers the resistance and can outweigh the rise. Lines narrower than the dephasing length leave the film regime, and at 50 nm width the model gives 0.62 percent. For wiring used at room temperature the result does not apply: if every phonon collision destroys the phase, the phonon resistivity assumed above gives a dephasing length of about 8 nm at 300 K, less than the film thickness. The remaining values are in the numerical output.

## Computed values

```
TESTS
backscattering ratio, time-reversal symmetric: 1.90
backscattering ratio, random magnetic phases: 0.99
pair loss / (D Q^2 tau), Green functions: 1.0003
Kubo prefactor, Green functions: 0.6376
Kubo prefactor, formula 2/pi: 0.6366
conductance step, lattice walk: -0.11663 a.u.
conductance step, formula: -0.11665 a.u.
spin factor after 40 rotations: -0.056
spin factor after 200 rotations: -0.493
INPUTS
sheet resistance: 10 ohm per square
thickness: 10 nm
width: 100 um
Fermi energy: 7 eV
temperature: 4 K
dephasing time before: 10 ps
dephasing time after: 100 ps
RESULTS
sheet resistance in atomic units: 0.002434
atomic unit of resistance: 4108.2 ohm
ln(10): 2.3026
resistivity: 10.0 microohm cm
elastic time: 4.22 fs
mean free path: 6.6 nm
E_F tau / hbar: 44.9
dephasing length before: 186 nm
dephasing length after: 588 nm
resistance rise: 0.0284 percent
resistance rise: 2.84 milliohm per square
resistance rise from lattice walk: 0.0284 percent
LIMITS
finite thickness alters the rise by: 0.019 percent
finite width alters the rise by: 0.55 percent
rise in a 50 nm wide line: 0.62 percent
change for tau_s = 1000 ps: +0.0268 percent
change for tau_s = 100 ps: +0.0173 percent
change for tau_s = 10 ps: -0.0031 percent
change for tau_s = 1 ps: -0.0126 percent
change, strong spin-orbit limit: -0.0142 percent
field giving unit phase at longer length: 0.95 mT
interaction part if cooled tenfold: 0.0284 percent
electron-electron ceiling on tau_phi: 688 ps
assumed phonon resistivity at 300 K: 2 microohm cm
assumed Debye temperature: 350 K
phonon share of resistance at 4 K: 2.4e-06 percent
phonon share equals the rise at: 26 K
dephasing length at 300 K, estimate: 7.8 nm
```
